# Why conducting needles relax slowly along their length in an insulating matrix

A conducting sphere in an insulating matrix loses its inner field with a relaxation time of 124 ns. A needle of the same material, ten times as long as it is thick, takes 944 ns when the field lies along it and 107 ns when the field lies across it. Neither the conductivity nor either permittivity has changed. The needle is slower than the sphere for one field direction and slightly faster for the other, so the explanation must lie in how shape governs the field of the accumulated charge.

## The system and its assumptions

The numbers belong to a model with round parameters: relative permittivity \(\varepsilon_m=2\) for the matrix, \(\varepsilon_i=10\) for the inclusions, and inclusion conductivity \(\sigma_i=10^{-3}\) S/m. The matrix conductivity \(\sigma_m\) is zero until stated otherwise. Each inclusion is a prolate spheroid with long semi-axis \(c\), short semi-axes \(a\) and aspect ratio \(r=c/a\ge 1\).

The inclusions are ohmic, with permittivity and conductivity independent of frequency. They are much larger than the screening length of their carriers, so that transported charge sits at the surface. They are also small enough for the field to be quasi-static, and dilute enough not to influence one another. No charge is present before a uniform field \(E_0\) is switched on at \(t=0\) and held.

## The field of a polarized spheroid

Shape enters through one number, the depolarization factor. To find it, fill the ellipsoid \(\mathbf x\cdot A\mathbf x\le 1\), with \(A=\mathrm{diag}(a^{-2},a^{-2},c^{-2})\), with a uniform charge density \(\rho\). From an interior point \(\mathbf x\), let \(R(\mathbf u)\) be the distance to the surface along the unit vector \(\mathbf u\). Charge at distance \(s\) in that direction produces a field along \(-\mathbf u\) proportional to \(1/s^2\), while the volume element is \(s^2\,ds\,d\Omega\). The factors cancel:

\[
\mathbf E(\mathbf x)=-\frac{\rho}{4\pi\varepsilon_0}\int d\Omega\;\mathbf u\,R(\mathbf u).
\]

The surface condition \((\mathbf x+R\mathbf u)\cdot A(\mathbf x+R\mathbf u)=1\) is a quadratic equation for \(R\), with positive root

\[
R=\frac{-\mathbf u\cdot A\mathbf x+\sqrt{(\mathbf u\cdot A\mathbf x)^2+(\mathbf u\cdot A\mathbf u)(1-\mathbf x\cdot A\mathbf x)}}{\mathbf u\cdot A\mathbf u}.
\]

The square root does not change when \(\mathbf u\to-\mathbf u\). Multiplied by \(\mathbf u\) it is odd and integrates to zero. What remains is linear in \(\mathbf x\), and reflection symmetry removes the mixed components:

\[
E_j=\frac{\rho}{\varepsilon_0}L_jx_j,\qquad
L_j=\frac1{4\pi}\int d\Omega\,\frac{u_j^2A_{jj}}{\mathbf u\cdot A\mathbf u}.
\]

Summing over \(j\) makes the numerator equal to the denominator, so \(L_x+L_y+L_z=1\).

A uniformly polarized body is a positively charged ellipsoid displaced by a small vector \(\mathbf d\) from an equal negative one, with \(\mathbf P=\rho\mathbf d\). Subtracting the two linear fields gives, along a principal axis,

\[
\frac{\rho L(x-d)}{\varepsilon_0}-\frac{\rho Lx}{\varepsilon_0}=-\frac{LP}{\varepsilon_0}.
\]

The field is uniform and opposes the polarization, with strength set by \(L\).

For the long axis put \(\mu=u_z\) and multiply numerator and denominator by \(c^2\). The azimuthal integral gives \(2\pi\), and the integrand is even in \(\mu\):

\[
L_\parallel=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+r^2(1-\mu^2)} .
\]

The denominator grows with \(r\), so \(L_\parallel\) falls steadily from its sphere value 1/3. With \(e^2=1-1/r^2\) the denominator is \(r^2(1-e^2\mu^2)\). Writing \(\mu^2/(1-e^2\mu^2)=e^{-2}[1/(1-e^2\mu^2)-1]\) and using \(1/r^2=1-e^2\), one finds

\[
L_\parallel=\frac{1-e^2}{e^2}\left[\frac{\operatorname{artanh}e}{e}-1\right],\qquad
L_\perp=\frac{1-L_\parallel}{2}.
\]

Since \(\operatorname{artanh}e=\ln[r(1+e)]\), the long-needle limit is \(L_\parallel\simeq(\ln 2r-1)/r^2\). At \(r=10\) the full expression gives \(L_\parallel=0.0203\) and \(L_\perp=0.490\). Only the aspect ratio matters, not the size.

## From shape to relaxation time

Let \(\mathbf P_f(t)=\int_0^t\mathbf J\,dt'\) be the charge transported per unit area. Charge conservation gives the free charge density as \(-\nabla\cdot\mathbf P_f\), and Gauss's law becomes

\[
\nabla\cdot(\varepsilon_0\varepsilon\mathbf E+\mathbf P_f)=0
\]

everywhere, including the interface. Inside the inclusion, split the bracket into \(\varepsilon_0\varepsilon_m\mathbf E+\mathbf Q\), where

\[
\mathbf Q=\varepsilon_0(\varepsilon_i-\varepsilon_m)\mathbf E_i+\mathbf P_f .
\]

Outside, \(\mathbf Q=0\). The equation is then that of a polarized body in vacuum, with \(\varepsilon_0\) replaced by \(\varepsilon_0\varepsilon_m\). For a field along a principal axis,

\[
E_i=E_0-\frac{L}{\varepsilon_0\varepsilon_m}\left[\varepsilon_0(\varepsilon_i-\varepsilon_m)E_i+P_f\right].
\]

Multiplying by \(\varepsilon_m\) and collecting the terms in \(E_i\) gives

\[
B\,E_i=\varepsilon_mE_0-\frac{LP_f}{\varepsilon_0},\qquad
B=(1-L)\varepsilon_m+L\varepsilon_i .
\]

At the start \(P_f=0\) and \(E_i\) is uniform. The current is therefore uniform, and so is the \(P_f\) it builds up, which keeps the field uniform at later times. Ohm's law now closes the problem:

\[
\frac{dP_f}{dt}=\sigma_iE_i=\frac{\sigma_i\varepsilon_mE_0}{B}-\frac{\sigma_iL}{\varepsilon_0B}P_f .
\]

The coefficient of \(P_f\) is \(1/\tau\), so

\[
\tau=\frac{\varepsilon_0B}{\sigma_iL}
=\frac{\varepsilon_0}{\sigma_i}\left[\varepsilon_i+\varepsilon_m\frac{1-L}{L}\right],
\]

and \(E_i=(\varepsilon_mE_0/B)e^{-t/\tau}\). The derivative

\[
\frac{d\tau}{dL}=-\frac{\varepsilon_0\varepsilon_m}{\sigma_iL^2}
\]

is negative: the smaller the depolarization factor, the slower the relaxation. Along a needle \(L<1/3\), and it is slower than a sphere. Across it \(L>1/3\), and it is faster.

With \(\varepsilon_0/\sigma_i=8.854\) ns the arithmetic is short. For the sphere, \((1-L)/L=2\) and \(\tau=8.854\times(10+2\times2)=124\) ns. Along the needle with \(r=10\), \((1-L)/L=48.3\) and \(\tau=8.854\times(10+2\times48.3)=944\) ns. The corresponding loss-peak frequencies \(1/(2\pi\tau)\) are 1.28 MHz and 0.169 MHz.

The uniform inner field need not be taken for granted. A boundary-integral solution for the surface potential, which assumes neither that uniformity nor a depolarization factor, was tested against these formulas for aspect ratios 1, 3 and 10 in both field directions. Relaxation times, relaxation strengths, initial fields and final charges all agree within 0.1% of the formula values.

## Why the needle needs longer

Relaxation ends when the field of the transported charge has cancelled the field inside. Setting \(E_i=0\) gives the charge required, while setting \(P_f=0\) gives the current at the start:

\[
P_f(\infty)=\frac{\varepsilon_0\varepsilon_mE_0}{L},\qquad
J(0)=\frac{\sigma_i\varepsilon_mE_0}{B}.
\]

Their quotient is \(\varepsilon_0B/(\sigma_iL)=\tau\). The relaxation time is the charge to be moved divided by the initial rate of moving it.

As \(L\to0\), \(B\to\varepsilon_m\) and the initial current density approaches the finite value \(\sigma_iE_0\). The charge required grows as \(1/L\) without limit. In the example, going from the sphere to the needle with \(r=10\) raises the initial current density from 0.429 to 0.925 in units of \(\sigma_iE_0\), a factor of 2.16. The final charge rises from 6.00 to 98.6 in units of \(\varepsilon_0E_0\), a factor of 16.4. The time therefore grows by \(16.4/2.16=7.6\). The needle starts with the larger current and still finishes later.

The weakness of the opposing field follows from where the charge sits. Uniform \(P_f\) leaves on a slice of surface the charge \(P_f\) times the decrease, along the direction of \(P_f\), of the cross-section \(\pi a^2(1-z^2/c^2)\). The charge per unit length is thus \(\lambda(z)=2\pi a^2P_fz/c^2\): positive on one half, negative on the other, and densest towards the ends. Most of it is far from the centre compared with the thickness. Charge closer than about \(a\) acts mainly sideways, so the axial field at the centre can be estimated from \(|z|>a\). In vacuum,

\[
E\sim-2\int_a^c\frac{\lambda(z)\,dz}{4\pi\varepsilon_0z^2}
=-\frac{P_f}{\varepsilon_0r^2}\ln r .
\]

The factor 2 counts the two halves, whose fields add. This estimate reproduces the leading logarithm of \(L_\parallel\). The factor \(1/r^2\) expresses the small cross-section and the large distance; the logarithm records that all distances between \(a\) and \(c\) contribute. Across the needle, by contrast, opposite charges face each other over the small thickness and cancel the inner field efficiently.

## How large the effect is

The following values apply to the insulating matrix.

| \(r\) | \(L_\parallel\) | \(\tau_\parallel\) (ns) | \(\tau_\perp\) (ns) |
|---:|---:|---:|---:|
| 1 | 0.333 | 124 | 124 |
| 3 | 0.109 | 234 | 111 |
| 10 | 0.0203 | 944 | 107 |
| 30 | 0.00344 | 5210 | 106 |
| 100 | 0.00043 | 41300 | 106 |

The two columns behave differently because \(L_\parallel\) tends to zero while \(L_\perp\) tends to 1/2. For a very long needle with the field across it, \(\tau_\perp\to\varepsilon_0(\varepsilon_i+\varepsilon_m)/\sigma_i\). Compared with the sphere this is a factor \((10+2)/(10+4)=0.857\), so the transverse gain in speed is modest here.

Along a long needle the matrix term dominates, and

\[
\tau_\parallel\simeq\frac{\varepsilon_0\varepsilon_m}{\sigma_i}\,\frac{r^2}{\ln 2r-1}.
\]

For \(r=100\) this gives 41200 ns, about 0.2% below the full formula. The limit requires both \(r\gg1\) and \(\varepsilon_mr^2/(\ln2r-1)\gg\varepsilon_i\). An inclusion of high permittivity therefore has to be longer before its shape controls the time.

## What a random mixture shows

A powder or a cast composite usually contains needles in many directions, so the strengths of the two processes matter as well as their times. For volume fraction \(\phi\), the mean displacement exceeds \(\varepsilon_0\varepsilon_mE_0\) by \(\phi Q\) to first order. Each aligned process thus contributes \(Q/(\varepsilon_0E_0)\) to the permittivity per unit \(\phi\). This quantity starts at \((\varepsilon_i-\varepsilon_m)\varepsilon_m/B\), when \(P_f=0\), and ends at \(\varepsilon_m/L\), when \(E_i=0\). The difference is the relaxation strength:

\[
\frac{\Delta\varepsilon}{\phi}
=\varepsilon_m\frac{B-L(\varepsilon_i-\varepsilon_m)}{LB}
=\frac{\varepsilon_m^2}{LB},
\]

because \(B-L(\varepsilon_i-\varepsilon_m)=\varepsilon_m\). Small \(L\) makes the process strong as well as slow, for the same reason: much charge is moved.

For a field varying as \(e^{i\omega t}\), the equation for \(P_f\) gives a response proportional to \(1/(1+i\omega\tau)\). The loss is \(\Delta\varepsilon\,\omega\tau/(1+\omega^2\tau^2)\), with its maximum \(\Delta\varepsilon/2\) at \(\omega\tau=1\).

At \(r=10\) the strength per volume fraction is 91.2 along the needle and 1.38 across it; the sphere has 2.57. In a random sample the mean squared direction cosine is 1/3 for each axis. The long axis then contributes \(91.2/3=30.4\), and the two transverse axes together \(2\times1.38/3=0.92\). The slow process carries 97% of the total strength, which is why the mixture looks slow although two of the three axes are fast.

The loss peak of the random mixture lies at a time of 938 ns, 0.7% below the long-axis value. The shift comes from the transverse loss, which is still rising with frequency at that point. With \(x=\ln(\omega\tau_\parallel)\), the loss per volume fraction near the peak is approximately

\[
\frac{30.4}{2}\left(1-\frac{x^2}{2}\right)+0.92\,\frac{\tau_\perp}{\tau_\parallel}(1+x).
\]

Its maximum is at \(x=2\times0.92\times0.113/30.4=0.007\), which accounts for the shift.

## When the matrix conducts

A leaky matrix limits the slowing. For fields varying as \(e^{st}\), conduction and displacement combine into \(\hat\varepsilon_k=\varepsilon_k+\sigma_k/(\varepsilon_0s)\) for each medium \(k\). The total current has no divergence, so the earlier dielectric relation holds with these quantities. A free decay has an inner field without an applied one, which requires

\[
(1-L)\hat\varepsilon_m+L\hat\varepsilon_i=0 .
\]

Solving for \(s=-1/\tau\) gives

\[
\tau=\varepsilon_0\,
\frac{(1-L)\varepsilon_m+L\varepsilon_i}{(1-L)\sigma_m+L\sigma_i}.
\]

For \(\sigma_m=0\) the earlier result returns. For \(\sigma_m>0\) and \(L\to0\), the time tends to \(\varepsilon_0\varepsilon_m/\sigma_m\), the charge relaxation time of the matrix. With \(\sigma_m=10^{-5}\) S/m this limit is 1771 ns. The sphere then has 122 ns, the needle with \(r=10\) has 636 ns, and the needle with \(r=100\) has 1701 ns instead of 41300 ns. A matrix one hundred times less conducting than the inclusion is thus nearly an insulator for the sphere but not for the needle. The condition for neglecting the leak is \((1-L)\sigma_m\ll L\sigma_i\), and it tightens as the needle lengthens.

The order can even reverse. Differentiating the quotient, the terms containing \(L\) cancel in the numerator:

\[
\frac{d\tau}{dL}
=\varepsilon_0\frac{\varepsilon_i\sigma_m-\varepsilon_m\sigma_i}{[(1-L)\sigma_m+L\sigma_i]^2}.
\]

Smaller \(L\) means slower relaxation if \(\sigma_i/\varepsilon_i>\sigma_m/\varepsilon_m\), that is, if the inclusion by itself relaxes charge faster than the matrix does. If both conductivities are \(10^{-3}\) S/m and the permittivities stay as before, the inequality is violated. The sphere then takes 41 ns and the needle with \(r=10\), along its axis, takes 19 ns. The boundary-integral modes confirm both the leaky and the reversed cases for aspect ratios 1 and 10.

## What to do about it

**Do not read a conductivity from the peak with the sphere formula unless the particles are spheres.** If the 944 ns of the needle were attributed to spheres with the same permittivities, the inferred conductivity would be too low by a factor of 7.6. A single relaxation time cannot separate a poor conductor from an elongated one.

The strength can separate them. For an insulating matrix, \(\Delta\varepsilon/\phi\) depends on \(L\) but not on \(\sigma_i\). With known volume fraction, permittivities and orientation, first obtain \(L\) from the strength, then \(\sigma_i\) from the time. For aligned needles, a measurement across the alignment direction provides a further check: the pair \((r,\sigma_i)\) found from the strength and time along the needles must also give the time across them. The reverse route is unreliable, because \(L_\perp\) is close to 1/2 for every long needle. At \(r=10\) the transverse strength, 1.38, is only 3.5% above its limit 1.33 for an infinitely long needle, so an error of 3% in it already allows any \(r\) between about 7 and 39.

Allow for a spread of aspect ratios. Between \(r=10\) and \(r=30\) the long-axis time grows by a factor of 5.5, so a mixture of lengths gives a broadened loss peak even if every particle has one conductivity. To move the loss to lower frequency, lower \(\sigma_i\) or raise \(\varepsilon_m\). For needles along the field or randomly oriented, lengthening them does the same. Keep the matrix leak below the limit given above, and note that this limit protects only the time. A leaky matrix also adds its own loss \(\sigma_m/(\omega\varepsilon_0)\), which equals \(\sigma_mB/(\sigma_iL)\) at \(\omega\tau=1\), against a peak height \(\phi\varepsilon_m^2/(2LB)\) for aligned needles. The peak stands out without subtracting this background only if \(\sigma_m/\sigma_i\ll\phi\varepsilon_m^2/(2B^2)\). At \(r=10\) and \(\phi=0.1\%\) this means \(\sigma_m\ll4\times10^{-7}\) S/m, about 50 times stricter than the limit on the time.

To suppress the slow process, use compact particles or align the needles closely across the field. A needle tilted by an angle \(\delta\) from the transverse plane contributes to the slow process with weight \(\sin^2\delta\) and to the fast one with weight \(\cos^2\delta\). At \(r=10\) the two are equally strong when \(\tan^2\delta=1.38/91.2\), which is a tilt of only 7°.

Check dilution against \(L\), not against unity. The static contribution of aligned needles is \(\phi\varepsilon_m/L\), which is small beside \(\varepsilon_m\) only if \(\phi\ll L_\parallel\). At \(r=10\), a volume fraction of 0.1% gives \(\phi/L_\parallel=0.05\), while 2% already gives about 1. This ratio is a guide, not a sharp threshold: the size of the mutual influence depends on the arrangement, which this model does not contain. Needles ordered side by side in layers or bundles weaken one another's response even at small \(\phi/L_\parallel\), while randomly placed ones deviate more slowly. Contacts between particles can also open conducting paths.

Finally, check the conductivity model. The formula requires \(\tau\) to be long compared with the carrier collision time. For a good metal at the aspect ratios of the table it predicts times so short that a constant conductivity loses its meaning, and the inertia of the carriers must be included. Particles whose thickness is comparable to the screening length need a description of the charge layer inside them. At \(\sigma_i=10^{-3}\) S/m, \(\varepsilon_i=10\) and room temperature this length depends on the carrier mobility: about 18 µm for 0.14 m²/Vs, as in a lightly doped semiconductor, and about 10 nm for \(5\times10^{-8}\) m²/Vs, typical of ions in solution. The full set of values is given in the numerical output.

## Values computed for the example and the checks

```
matrix permittivity eps_m = 2.0, inclusion eps_i = 10.0
inclusion conductivity = 1.0e-03 S/m
eps0/sigma_i = 8.8542 ns
Field along the long axis (J0 = initial current, Pf = final charge):
aspect  L         J0/(sigma_i E0)  Pf/(eps0 E0)  tau (ns)  tau/tau_sphere
    1  0.333333  0.4286       6.000      123.96     1.000
    3  0.108709  0.6969      18.398      233.73     1.886
   10  0.020286  0.9249      98.591      943.77     7.614
   30  0.003444  0.9864     580.685     5212.33    42.049
  100  0.000430  0.9983    4652.259    41262.80   332.876
Field across the long axis:
aspect  L         tau (ns)  tau/tau_sphere
    1  0.333333  123.96  1.0000
    3  0.445645  110.57  0.8920
   10  0.489857  106.98  0.8631
   30  0.498278  106.37  0.8581
  100  0.499785  106.27  0.8573
Loss-peak times from the boundary-integral solution (ns):
aspect  1: along 123.96, across 123.96
aspect  3: along 233.73, across 110.57
aspect 10: along 943.78, across 106.98
strength per volume fraction, sphere: 2.571
strength, aspect 10, along: 91.191, across: 1.380
random average, aspect 10: long-axis part 30.397, transverse part 0.920
random needles, aspect 10: peak time 937.53 ns, peak loss per volume fraction 15.302
loss-peak frequency, sphere: 1.2839 MHz
loss-peak frequency, needle 10 along: 0.1686 MHz
loss-peak frequency, random needles 10: 0.1698 MHz
long-needle law, aspect 100: 41198.4 ns
leaky matrix, sigma_m = 1.0e-05 S/m, field along the axis:
aspect   1: tau = 121.53 ns
aspect  10: tau = 636.42 ns
aspect 100: tau = 1701.47 ns
upper limit eps0*eps_m/sigma_m = 1770.84 ns
reversed case, sigma_m = sigma_i = 1.0e-03 S/m: sphere 41.32 ns, needle 10 19.15 ns
largest error of the uniform-field test: 1.1e-15 (units P/eps0)
largest relative deviation, boundary integral: 9.7e-04
```
